Choosing a plane-wave cutoff: convergence rates for one-dimensional periodic potentials

Three periodic potentials, each with a period of 4 bohr, make very different demands on a plane-wave basis. To bring the lowest level within 10⁻⁶ hartree of its exact value, a cosine potential needs the plane waves with |n| ≤ 3, a row of square barriers needs |n| ≤ 38, and a row of delta functions needs |n| ≤ 28179. These counts are for k = 0 (cosine) and k = 0.2G (barriers and deltas), with the parameters given below. The strengths are comparable: the first Fourier coefficients V₁ are 0.5, 0.61 and 0.25 hartree. The difference lies in how smooth the potential is, and it decides what a cutoff setting can achieve.

**What the cutoff controls**

The model is one electron in a fixed real potential V(x) of period a. In Hartree atomic units, Hill's equation reads

−½ψ″ + Vψ = Eψ, ψ(x+a) = e^{ika}ψ(x).

With G = 2π/a and q_n = k + nG, expand

ψ(x) = a^{−1/2} Σ_n c_n e^{iq_n x}, V(x) = Σ_m V_m e^{imGx}.

Multiplying the equation by a^{−1/2}e^{−iq_n x} and integrating over one cell gives

T_n c_n + Σ_m V_{n−m} c_m = E c_n, T_n = q_n²/2. (1)

The calculation keeps |n| ≤ N and diagonalizes the finite matrix. A program that asks for a cutoff energy keeps T_n ≤ E_cut instead. For large N the two are related by

E_cut ≈ (NG)²/2.

Here G²/2 = 1.2337 hartree, so N = 3 means about 11 hartree and N = 38 about 1780 hartree.

Below, P projects on the retained waves, Q = 1 − P on the omitted ones, E(N) is a computed level and φ its normalized eigenvector. N is large enough that T_n > E for all omitted waves. A delta function is understood through its energy, λ|ψ(0)|² per cell, which is finite whenever the kinetic energy is.

**Why raising the cutoff lowers the energy**

The j-th level is the minimum, over all j-dimensional spaces of trial functions, of the largest energy expectation value in the space. A larger basis offers every space that the smaller one offered, and more. Hence

E_j ≤ E_j(N+1) ≤ E_j(N).

The levels converge to E_j because a state of finite kinetic energy has Σ(1+T_n)|c_n|² < ∞, so its projection approaches it in norm and in energy.

Two conditions matter. The bases must be nested, which means comparing cutoffs at the same k and a. The coefficients V_m must also be exact. For the barriers (height V₀ = 2 hartree, width b = 1.6 bohr, k = 0.2G) the exact level is 0.40915 hartree. With N = 14 and exact coefficients the result is 0.40917. If V is instead sampled on 29 grid points, the result is 0.38827, below the true level. Eleven points fall inside the barrier, giving it an effective width of 11 × 4/29 = 1.517 bohr, which is 0.083 bohr too narrow. With dE/db = 0.245 hartree/bohr this predicts a drop of 0.020 hartree; the actual drop is 0.021. The upper bound is then guaranteed for potentials that share the sampled coefficients V_m with |m| ≤ 28, the only ones the matrix contains, and for any potential that lies below one of these. One such potential is a row of eleven deltas of strength V₀a/29 per cell, whose exact level is 0.3874 hartree. The bound does not hold for the intended barrier, nor for the narrowed one, whose level is 0.3895.

**Two formulas for the error**

Take the lowest level first. Since (H−E)ψ = 0, inserting Pψ = ψ − Qψ removes every term except

⟨Pψ|H−E|Pψ⟩ = ⟨Qψ|H−E|Qψ⟩.

Using Pψ as a trial function gives

E(N) − E ≤ ⟨Qψ|H−E|Qψ⟩ / ‖Pψ‖². (2)

The error is quadratic in the omitted part. For level j, use the projections of f = Σ_{i≤j} α_iψ_i. Then

⟨Pf|H−E_j|Pf⟩ = ⟨f|H−E_j|f⟩ − 2Re⟨Qf|(H−E_j)f⟩ + ⟨Qf|H−E_j|Qf⟩.

The first term is not positive. In the second, (H−E_j)f = Σα_i(E_i−E_j)ψ_i and ⟨Qf|ψ_i⟩ = ⟨Qf|Qψ_i⟩, so it too is quadratic in omitted parts. The bound is therefore set by the slowest of the first j states.

An identity gives the actual size. Evaluate ⟨φ|H|ψ⟩ twice. Acting to the right, H gives E⟨φ|ψ⟩. Splitting ψ = Pψ + Qψ gives E(N)⟨φ|ψ⟩ + ⟨φ|V|Qψ⟩, because the kinetic energy does not connect retained and omitted waves. Thus

[E(N) − E]⟨φ|ψ⟩ = −⟨φ|V|Qψ⟩.

Write (Vψ)_n = Σ_m V_{n−m}c_m. Equation (1) gives c_n = −(Vψ)_n/(T_n−E), so

[E(N) − E]⟨φ|ψ⟩ = Σ_{|n|>N} (Vφ)_n* (Vψ)_n/(T_n−E). (3)

If φ may be replaced by ψ, the leading error is

E(N) − E ≈ Σ_{|n|>N} |(Vψ)_n|²/(T_n−E). (4)

For bounded V and an isolated level the replacement can be controlled. Projecting the equation for ψ gives (PHP−E)Pψ = −PVQψ. Let δ be the distance from E to the other computed levels. The part of Pψ orthogonal to φ then has norm at most ‖V‖‖Qψ‖/δ, so with matching phases φ − ψ is of order ‖Qψ‖.

**Smooth potentials: a few more waves suffice**

For V = 2V₁cos Gx at k = 0, the lowest state is even and (1) becomes

(T_n−E)c_n = −V₁(c_{n−1} + c_{n+1}).

At large n the coefficients fall so fast that c_{n+1} is negligible beside c_{n−1}, with a relative correction of order n⁻⁴. Hence

c_{n+1}/c_n ≈ −V₁/(T_{n+1}−E).

V connects neighbouring waves only, so the identity contains just n = ±(N+1):

E(N) − E ≈ −2V₁φ_N c_{N+1} ≈ 2V₁²c_N²/(T_{N+1}−E).

Replacing φ_N by c_N is justified because φ obeys the same recurrence with φ_{N+1} = 0. This changes the last ratio by a relative amount of order N⁻⁴ and earlier ratios by much less. Dividing successive errors,

[E(N+1)−E]/[E(N)−E] ≈ V₁²/[(T_{N+1}−E)(T_{N+2}−E)]. (5)

The right side falls as N⁻⁴, so the logarithm of the error behaves as −4N ln N to leading order. With V₁ = 0.5 hartree, the errors for N = 1, 2, 3, 4 are 8.3×10⁻³, 3.5×10⁻⁵, 3.9×10⁻⁸ and 1.5×10⁻¹¹ hartree. From N = 9 to 10, with E = −0.330 hartree, (5) gives

0.25/(123.70 × 149.61) = 1.351×10⁻⁵,

and the computed ratio agrees to these digits.

More generally, let V be analytic in the strip |Im x| < w. Solutions of a linear differential equation with analytic coefficients are analytic in the same strip. In

c_n = a^{−1/2} ∫₀ᵃ ψ(x)e^{−iq_n x}dx

the integrand is periodic. For n > 0 the path can be moved down by w′ < w, and the end pieces cancel. The exponential then contributes e^{−q_n w′}; for n < 0 the path is moved up. So |c_n| ≤ C e^{−|n|Gw′}, and the bounds above give

E(N) − E = O(e^{−2NGw′}) for every w′ < w. (6)

The factor N² from the kinetic energy is absorbed by a slightly smaller w′. This beats any power of N.

The potential with V_m = v r^{|m|}, 0 < r < 1, shows the strip at work. Summing two geometric series gives

V(x) = v(1−r²)/[(1−re^{iGx})(1−re^{−iGx})].

Its poles lie at |Im x| = w = −ln r/G, so e^{−2Gw} = r². A finer estimate follows from setting c_n = rⁿd_n for n > 0 in (1). The main terms give T_n d_n ≈ −v Σ_{m≤n} d_m. The sum settles to a constant, since its relative increments −v/T_n have a convergent sum, and therefore d_n ∝ n⁻². Inserted in (4), this suggests an error proportional to r^{2N}/(N+1)². For r = 0.6, v = 0.5 hartree and k = 0.2G, the mean factor per added N between 8 and 12 is 0.2997. Removing the algebraic part multiplies it by (13/9)^{1/2} and gives 0.3602, against r² = 0.3600. The closeness of this match is partly accidental. Two neglected effects of about 0.6% per step nearly cancel here: the later terms of the tail sum raise the factor, and the drift of the sum of d_m, about 2v/T_n per step in the squared amplitude, lowers it. The estimate supports agreement at the level of about 1%.

**Steps: a cubic law**

For a barrier V₀ on |x| < b/2, one integration by parts gives

(Vψ)_n = V₀/(i q_n √a) × [ψ(−b/2)e^{iq_n b/2} − ψ(b/2)e^{−iq_n b/2}] + O(q_n⁻²).

Let D = |ψ(−b/2)|² + |ψ(b/2)|². Squaring gives V₀²D/(aq_n²) plus an interference term that oscillates as e^{±inGb}. Dividing by q_n²/2 and summing as in (4),

E(N) − E ≈ (2V₀²D/a) × 2/(3G⁴N³) = a³V₀²D/(12π⁴N³).

The factor 2/(3N³) is the sum of n⁻⁴ over both signs. The oscillating sum is of order N⁻⁴, because sums of e^{inGb} stay bounded for 0 < b < a. Replacing φ by ψ is safe: ‖QVψ‖ falls as N^{−1/2} and ‖Qψ‖ as N^{−5/2}, a relative correction of order N⁻².

Widening the barrier by db adds V₀ over db/2 at each edge, so first-order perturbation theory gives dE/db = V₀D/2. Eliminating D,

E(N) − E ≈ a³V₀(dE/db)/(6π⁴N³). (7)

The coefficient is 64 × 2 × 0.24497/(6 × 97.409) = 0.05365 hartree. Setting the error to 10⁻⁶ hartree gives N = 37.7, and the calculation first succeeds at N = 38. At N = 128 the error is 2.54×10⁻⁸ hartree. It exceeds the formula by 0.6% when N is replaced by N + ½, the midpoint approximation to the tail sum. Edge interference accounts for the remainder: summing (4) with the oscillating term kept gives the same 0.6%, and without that term the excess disappears.

If ψ vanishes at both edges, (Vψ)_n starts at n⁻² and the error of that state falls at least as fast as N⁻⁵. Each region then holds a whole number of half waves, so the level is doubly degenerate. The partner, of opposite parity, does not vanish at the edges and keeps the N⁻³ law. Smoother potentials follow the same pattern. If the first jump of V is in its p-th derivative, p+1 integrations by parts give (Vψ)_n ∝ n^{−p−1}, and (4) gives an error of order N^{−2p−3}, unless ψ vanishes at the jumps.

**Deltas: the cutoff alone is a poor tool**

For V = λ Σ_j δ(x−ja), every V_m equals λ/a and (Vψ)_n = λψ(0)/√a does not decay. The truncated equations are

(T_n−E(N))φ_n = −(λ/a) Σ_{|m|≤N} φ_m.

If the sum on the right is not zero, dividing by T_n−E(N) and summing over n gives

1 + λS_N(E(N)) = 0, S_N(E) = (1/a) Σ_{|n|≤N} 1/(T_n−E). (8)

The φ_n are proportional to 1/(T_n−E(N)), whose sum converges absolutely, so φ(0) → ψ(0) and (4) applies. With dE/dλ = |ψ(0)|² and Σ_{|n|>N}1/T_n ≈ 4/(G²N),

E(N) − E ≈ aλ²(dE/dλ)/(π²N). (9)

For λ = 1 hartree·bohr and k = 0.2G, dE/dλ = 0.06953 bohr⁻¹. The coefficient is 4 × 0.06953/9.8696 = 0.02818 hartree, hence N = 28179 for 10⁻⁶ hartree. Solving (8) at that size gives an error of 1.000×10⁻⁶ hartree.

A node changes the outcome. At k = 0 the state sin Gx vanishes at the deltas and does not feel them. It lies in the basis from N = 1, where the computed energy is already G²/2 = 1.233701 hartree.

The slow part can be calculated instead of waited for. The exact level satisfies 1 + λ(S_N(E) + t) = 0, where t = (1/a)Σ_{|n|>N}1/(T_n−E). Subtracting (8) and expanding S_N about E(N) gives E(N) − E = t/S_N′ + O(N⁻²). Normalization of φ requires λ²|φ(0)|²S_N′ = 1, so

E ≈ E(N) − λ²|φ(0)|²t, (10)

with E(N) used inside t. At N = 64 the error changes from 4.4×10⁻⁴ to −1.3×10⁻⁶ hartree. The negative sign shows that the corrected energy is no longer an upper bound.

**Where the exact Kronig-Penney levels come from**

The references for (7) and (9) do not use plane waves. Let p = √(2E), s = √(2(V₀−E)) and w₀ = a − b. The pair (ψ, ψ′) is carried across the free region and the barrier by the matrices

F = [[cos pw₀, sin(pw₀)/p], [−p sin pw₀, cos pw₀]],
B = [[cosh sb, sinh(sb)/s], [s sinh sb, cosh sb]].

Each has determinant 1. Bloch's condition makes e^{ika} an eigenvalue of FB; the other is its inverse, so cos ka is half the trace:

cos ka = cos pw₀ cosh sb + [(s²−p²)/(2ps)] sin pw₀ sinh sb.

For a delta, ψ′ jumps by 2λψ(0). Then B = [[1, 0], [2λ, 1]] and w₀ = a, which gives cos ka = cos pa + (λ/p) sin pa.

**Setting the cutoff in practice**

Expressed through the largest wave number Q_c = NG = √(2E_cut), (7) and (9) become

barriers: 4V₀(dE/db)/(3πQ_c³); deltas: 2λ²(dE/dλ)/(πQ_c).

At a given cutoff energy the period enters only through the derivatives. A tenfold smaller error costs a factor 10^{2/3} ≈ 4.6 in E_cut for steps and 100 for deltas. For a potential with complex singularities at a finite distance w from the real axis, the bound (6) shows that Q_c of order ln(1/ε)/(2w) suffices for a relative reduction ε, and the r^{|m|} example follows this rate up to an algebraic factor. The exponential rate in Q_c then depends on w and not on the period. The cosine has no such singularity; its convergence follows (5), which does depend on the period.

Do not judge convergence by the change from one small increase of the cutoff. For an error A/N, going from N to N+1 changes the energy by about A/N², which is N times smaller than the error. For the deltas at N = 128 the change is about 1.7×10⁻⁶ hartree, while the error is 2.2×10⁻⁴.

Double N twice instead. For an error A/N^α, the successive drops have the ratio 2^α, and the error left after the second doubling is the last drop divided by 2^α − 1. For the deltas at N = 32, 64 and 128 the drops are 4.340×10⁻⁴ and 2.186×10⁻⁴ hartree. Their ratio, 1.99, agrees with α = 1, which predicts a remaining error of 2.19×10⁻⁴; the actual one is 2.20×10⁻⁴. A ratio that scatters around 8 points to steps. Edge interference keeps it from settling quickly: for the barriers above it is 8.3, 7.1 and 8.0 when the doubling starts at N = 8, 16 and 32, and it can fall well below 8 at smaller N. For the analytic potentials above, the ratio eventually grows without limit, and each further doubling then reduces the error by a larger factor than the last.

A few ratios do not prove which case applies, because a narrow feature may not yet be resolved. A square barrier with b = 0.1 bohr and V₀ = 10 hartree (k = 0.2G) gives 2.3, 4.6 and 27 when the doubling starts at N = 4, 8 and 16, then falls back to 4.5 at N = 32. Starting at N = 64 and 128 it is 6.0 and 8.6, approaching the value for steps. Before trusting a ratio, check that even in the smallest of the three bases the shortest retained wavelength, about a/N, is well below the width of the narrowest feature. With a steady small ratio, correct the tail or treat the singularity separately.

These exponents belong to a fixed potential in one dimension. Point singularities in three dimensions and self-consistent potentials need their own analysis, though the doubling procedure applies wherever a power law has set in. The numerical output below lists the remaining values.

Table of computed values

```
period a = 4.0 bohr, G = 1.570796 1/bohr, G^2/2 = 1.233701 Ha
kappa = 0.2 (Mathieu: 0), V1 = 0.5 Ha
barrier V0 = 2.0 Ha, b = 1.6 bohr; delta lam = 1.0 Ha bohr
strip potential v = 0.5 Ha, r = 0.6, w = 0.325202 bohr
Mathieu lowest level, k=0: -0.329845498702 Ha
  Mathieu error N=1: 8.3439e-03 Ha
  Mathieu error N=2: 3.5373e-05 Ha
  Mathieu error N=3: 3.8719e-08 Ha
  Mathieu error N=4: 1.5493e-11 Ha
  Mathieu error N=6: 2.5546e-19 Ha
  Mathieu error N=8: 4.1687e-28 Ha
  Mathieu error N=9: 8.4035e-33 Ha
  Mathieu error N=10: 1.1353e-37 Ha
Mathieu error(10)/error(9): 1.350921e-05
  recurrence formula: 1.350881e-05
strip lowest level: 0.4119805287 Ha
  strip error N=4: 2.130e-05 Ha
  strip error N=8: 1.095e-07 Ha
  strip error N=12: 8.836e-10 Ha
strip mean error factor per step, N=8 to 12: 0.2997
  after removing 1/(N+1)^2: 0.3602; r^2=0.3600
barrier exact levels (Ha): [0.40915136 1.57602364 2.7789431 ]
delta exact levels (Ha): [0.1850883  0.9756904  2.01782149]
  N=8: barrier error 9.1674e-05 Ha, delta error 3.3926e-03 Ha
  N=16: barrier error 1.1279e-05 Ha, delta error 1.7281e-03 Ha
  N=32: barrier error 1.5658e-06 Ha, delta error 8.7223e-04 Ha
  N=64: barrier error 1.9608e-07 Ha, delta error 4.3819e-04 Ha
  N=128: barrier error 2.5433e-08 Ha, delta error 2.1962e-04 Ha
local power, N=64 to 128: barrier 2.9467, delta 0.9966
barrier dE/db = 0.244972 Ha/bohr
  density at edge, N=128: 0.122486 1/bohr
delta dE/dlam = 0.069528 1/bohr
  density at delta, N=128: 0.069738 1/bohr
barrier coefficient of N^-3: 0.053651 Ha
delta coefficient of N^-1: 0.028179 Ha
barrier error/formula at N+1/2=128.5, 3 bands: [1.0058 0.9962 1.0035]
delta error/formula at N+1/2=128.5, 3 bands: [1.0015 1.0019 1.0027]
delta projected-state error bound, N=8: 3.4736e-03 Ha
  delta tail-corrected error N=16: -2.0464e-05 Ha
  delta tail-corrected error N=64: -1.3177e-06 Ha
delta power after tail correction: 1.9785
N for error below 1e-06 Ha: Mathieu 3, barrier 38
  barrier N from asymptotic formula: 37.72
delta N from formula: 28179, actual error 9.9998e-07 Ha
delta odd state k=0, N=1: 1.233700550 Ha
barrier N=14: exact coefficients 0.40916749 Ha
  grid-sampled potential 0.38827130 Ha
```
